# Permanent dipole and distortion polarizability from a Debye plot of water

## Question

I am working on an exercise from a unit on moisture in low-k dielectrics. A plot of total molecular polarizability against $1/T$ is a straight line with slope $9.2\times10^{-37}$ C² m² K/J. I am supposed to recover a permanent dipole of 1.85 debye, the value for water, and interpret the intercept.

I reasoned that the field energy $pE$ competes with the thermal energy $k_BT$, so the mean dipole should be about $p\,(pE/k_BT)$ and the slope should be $p^2/k_B$. That gives me 1.07 debye, which is too small. Where is the missing factor?

I am also stuck on the intercept. At $1/T=0$ the temperature is infinite and the dipoles should point in all directions equally, so why is anything left? And does the intercept matter for what water does to a film?

## Answer

Your scaling is right, but a molecule turns in three dimensions, and averaging over directions brings a factor $1/3$. What is left at the intercept is the stretching of the molecule's own charge distribution, which needs no alignment.

### The slope

Let $\alpha$ be the mean dipole along the field divided by the local field $E$, the field that acts on the molecule. Its SI unit is C² m²/J. Assume for now that the molecules are independent, turn freely and rotate classically.

A permanent dipole $p$ at angle $\theta$ to the field has energy $-pE\cos\theta$. With $u=\cos\theta$ and $x=pE/k_BT$, its Boltzmann weight is $e^{xu}$. Equal solid angles correspond to equal intervals of $u$, so the normalizing integral is

$$Z(x)=\int_{-1}^{1}e^{xu}\,du=\frac{2\sinh x}{x}.$$

Differentiating $\ln Z$ with respect to $x$ brings down one factor of $u$:

$$\langle\cos\theta\rangle=\frac{d\ln Z}{dx}=\coth x-\frac1x\equiv L(x).$$

For a weak field, expand before differentiating:

$$\ln\frac{\sinh x}{x}=\ln\left(1+\frac{x^2}{6}+\frac{x^4}{120}+\dots\right)=\frac{x^2}{6}+\left(\frac1{120}-\frac1{72}\right)x^4+\dots$$

The bracket equals $-1/180$, so

$$L(x)=\frac{x}{3}-\frac{x^3}{45}+\dots$$

The mean dipole is $pL(x)\approx p^2E/(3k_BT)$. Dividing by $E$ gives the orientational polarizability

$$\alpha_{\rm or}=\frac{p^2}{3k_BT}.$$

The $1/3$ is the average of $\cos^2\theta$ over all directions. The next term lowers the response by a fraction $x^2/15$, which is the onset of saturation.

If the rest of the polarizability is a constant $\alpha_d$, then

$$\alpha(T)=\alpha_d+\frac{p^2}{3k_B}\,\frac1T,\qquad S=\frac{p^2}{3k_B},\qquad p=\sqrt{3k_BS}.$$

Now insert the slope:

$$p^2=3(1.380649\times10^{-23})(9.2\times10^{-37})=3.811\times10^{-59}\ \text{C}^2\,\text{m}^2.$$

The units work because (J/K)(C² m² K/J) = C² m². The positive root is $p=6.173\times10^{-30}$ C m. One debye is $3.33564\times10^{-30}$ C m, so

$$p=\frac{6.173\times10^{-30}}{3.33564\times10^{-30}}=1.85\ \text{debye}.$$

Your result was smaller by $\sqrt3$. The slope gives the size of the dipole, not its direction in the molecule. Because $p\propto\sqrt S$, a 1 % error in the slope makes an error of about 0.5 % in $p$.

### Why the intercept is not zero

The field also pulls electrons and nuclei apart within each molecule. A charge $q$ on a spring of stiffness $\kappa$ shows why this part can be independent of temperature. Its potential energy is

$$\frac{\kappa s^2}{2}-qEs=\frac{\kappa}{2}\left(s-\frac{qE}{\kappa}\right)^2-\frac{q^2E^2}{2\kappa}.$$

The field moves the centre of the well to $s=qE/\kappa$ and leaves its shape alone. Heating widens the spread about the new centre symmetrically, so the mean displacement stays put. The induced dipole is $q^2E/\kappa$ and the polarizability is $q^2/\kappa$ at every temperature. This also holds for a quantum oscillator, since the kinetic energy is unaffected by a constant shift of position.

The same argument applies to a molecule's normal vibrations. Let $Q$ be a mass-weighted normal coordinate, $\omega$ its angular frequency, and $\mathbf m=\partial\boldsymbol\mu/\partial Q$ the change of dipole along it. The energy $\omega^2Q^2/2-(\mathbf m\cdot\mathbf E)Q$ has its minimum at $Q=\mathbf m\cdot\mathbf E/\omega^2$. The induced dipole along the field is therefore $m_E^2E/\omega^2$, where $m_E$ is the component of $\mathbf m$ along the field. Averaging over molecular orientations replaces $m_E^2$ by $|\mathbf m|^2/3$:

$$\alpha_{\rm vib}=\frac13\sum_{\rm modes}\frac{|\partial\boldsymbol\mu/\partial Q|^2}{\omega^2}.$$

The electrons add a part $\alpha_{\rm el}$. It is nearly constant when the excited electronic states lie far above $k_BT$, so that the electrons stay in their ground state. If the permanent dipole itself does not change with temperature, the intercept is the sum,

$$\alpha_d=\alpha_{\rm el}+\alpha_{\rm vib},$$

called the distortion polarizability. Your picture of infinite temperature is correct for the permanent dipoles: their net alignment vanishes. The distortion remains. The point $1/T=0$ is an extrapolation of the line, though; real water molecules would break up long before reaching it.

### How large is it for water?

The slope does not determine the intercept, and your exercise gives no value. I therefore use one computed for a single water molecule with a rough fixed geometry: O–H distance 0.958 Å and angle 104.5°.

The electronic part, from MP2/aug-cc-pVDZ energies in small static fields, is $1.516\times10^{-40}$ C² m²/J. The vibrational part, from Hartree–Fock/cc-pVDZ modes, is $0.044\times10^{-40}$ C² m²/J, or 2.9 % of the electronic part. Together,

$$\alpha_d=1.56\times10^{-40}\ \text{C}^2\,\text{m}^2/\text{J}.$$

Divided by $4\pi\varepsilon_0$, this is a polarizability volume of 1.40 Å³. The same MP2 calculation gives a dipole of 1.87 debye, close to the value from your slope; the larger aug-cc-pVTZ basis lowers it by about 0.01 debye. These are approximate computed values. The electronic part leaves out correlation beyond MP2, and the vibrational part leaves out electron correlation altogether. Neither is corrected for anharmonicity or averaging over zero-point motion. Also left out is centrifugal distortion: rotation slightly deforms the molecule and raises its dipole in proportion to $T$, which adds a constant to $\alpha$. A Hartree–Fock estimate puts this at about 5 % of $\alpha_d$. The basis sets also matter: going to aug-cc-pVTZ raises the electronic part by about 4 %, and going to aug-cc-pVDZ raises the vibrational part by about 16 %. The geometry is also not the Hartree–Fock minimum; moving to that minimum raises the cc-pVDZ vibrational part by about 4 %. The later digits of $\alpha_d$ are therefore kept only so that the arithmetic can be followed.

At 300 K the orientational part is

$$\alpha_{\rm or}=\frac{9.2\times10^{-37}}{300}=3.067\times10^{-39}\ \text{C}^2\,\text{m}^2/\text{J}.$$

The total is $3.223\times10^{-39}$ C² m²/J, of which the intercept supplies 4.8 %. At 400 K the orientational part falls to $2.300\times10^{-39}$ C² m²/J, while $\alpha_d$ stays the same in this model.

Such a small intercept is hard to measure. A least-squares line passes through the mean point $(\bar b,\bar\alpha)$ of the data, where $b=1/T$. Its intercept is $\bar\alpha-S\bar b$, so with the mean point held fixed a slope error $\delta S$ shifts it by $-\bar b\,\delta S$. For nine points equally spaced in $1/T$ between 300 and 500 K, $\bar b=2.667\times10^{-3}$ K⁻¹. A 1 % slope error then gives

$$|\delta\alpha_d|=(2.667\times10^{-3})(9.2\times10^{-39})=2.45\times10^{-41}\ \text{C}^2\,\text{m}^2/\text{J},$$

which is 16 % of the intercept.

### When classical rotation is not good enough

Water is light, so its rotational levels are not very closely spaced compared with $k_BT$. To find the first correction, let $n$ be the component of the dipole's unit vector along the field, $E_i$ the rotational energies without field, and $P_i$ their Boltzmann probabilities.

The field perturbs the molecule by $-pEn$. Second-order perturbation theory gives state $i$ a mean dipole $2p^2E\sum_j|n_{ij}|^2/(E_j-E_i)$. Weight this by $P_i$, sum over $i$, and average the expression with itself after swapping $i$ and $j$:

$$\alpha_{\rm or}=p^2\sum_{i,j}|n_{ij}|^2\,\frac{P_i-P_j}{E_j-E_i}.$$

For equal energies the fraction is replaced by its limit $P_i/k_BT$, which describes the change of populations when the field splits a degenerate level.

Put $y=(E_j-E_i)/k_BT$. Since $P_j=P_ie^{-y}$,

$$\frac{P_i-P_j}{E_j-E_i}=\frac{1}{k_BT}\,\frac{P_i+P_j}{2}\,\frac{\tanh(y/2)}{y/2}\approx\frac{1}{k_BT}\,\frac{P_i+P_j}{2}\left(1-\frac{y^2}{12}\right).$$

The first term sums to $\langle n^2\rangle=1/3$. In the second, $(E_j-E_i)^2|n_{ij}|^2=\hbar^2|\dot n_{ij}|^2$ by the quantum equation of motion, so

$$\alpha_{\rm or}\approx\frac{p^2}{k_BT}\left[\frac13-\frac{\hbar^2\langle\dot n^2\rangle}{12(k_BT)^2}\right].$$

To this order $\langle\dot n^2\rangle$ can be taken from classical mechanics. Only rotations about the two axes $x,y$ perpendicular to the dipole move its direction, and equipartition gives $\langle\omega_x^2\rangle=k_BT/I_x$, where $I_x$ is the moment of inertia, and likewise for $y$. One third of the squared velocity lies along the field:

$$\langle\dot n^2\rangle=\frac{k_BT}{3}\left(\frac1{I_x}+\frac1{I_y}\right).$$

With rotational constants in kelvin, $B_x=\hbar^2/(2I_xk_B)$ and similarly $B_y$, the result is

$$\alpha_{\rm or}\approx\frac{S}{T}\left(1-\frac{\theta}{T}\right),\qquad \theta=\frac{B_x+B_y}{6}.$$

For the geometry above, $B_x=13.7$ K and $B_y=39.4$ K, so $\theta=8.84$ K. The predicted loss at 300 K is 2.95 %. A direct sum over the levels of a rigid asymmetric rotor gives 2.90 %.

This small loss bends the plot. In terms of $b=1/T$, the extra term is $-S\theta b^2$. Write $b=\bar b+\delta$, so that $b^2=\bar b^2+2\bar b\delta+\delta^2$. For points placed symmetrically about $\bar b$, the best line through $\delta^2$ is the constant $v=\langle\delta^2\rangle$. The best line through $b^2$ is therefore $2\bar b\,b-\bar b^2+v$, and the fitted quantities are

$$S_{\rm fit}\approx S(1-2\theta\bar b),\qquad \alpha_{d,\rm fit}\approx\alpha_d+S\theta(\bar b^2-v).$$

Fitting the rotor sum at the same nine temperatures lowers the slope by 4.6 %, against $2\theta\bar b=4.7$ %. A dipole of 1.85 debye would then be read as 1.81 debye. The intercept rises by $5.5\times10^{-41}$ C² m²/J, which is 35 % of the computed $\alpha_d$. The formula gives $5.6\times10^{-41}$; it keeps only the first quantum correction.

So 1.85 debye is the answer of the classical law, which is what the exercise asks for. If the given slope had been fitted to water vapour over this range, the rigid-rotor correction would raise the inferred dipole to about 1.90 debye. The intercept needs the correction more than the dipole does.

### What this means for a damp low-k film

Take a porous organosilicate film with dry dielectric constant $k=2.5$, density 1.2 g/cm³ and 1 wt% water at 300 K. These are rough values. The water density is $N=4.01\times10^{20}$ cm⁻³, or $4.01\times10^{26}$ m⁻³.

If each molecule feels the average field in the film and the host's response is unchanged, the added polarization is $N\alpha E$ and

$$\Delta k=\frac{N\alpha}{\varepsilon_0}.$$

For freely turning water this gives 0.146. If the permanent dipoles could not turn at all, $\alpha_d$ alone would give 0.007. At fixed water content, rotation makes the rise about twenty times larger.

The local field is uncertain. The Clausius–Mossotti model takes it as $E+P/(3\varepsilon_0)$, where $P$ is the total polarization. Then $P=A\varepsilon_0[E+P/(3\varepsilon_0)]$, with $A=\sum N_i\alpha_i/\varepsilon_0$ over all species. Using $P=(k-1)\varepsilon_0E$ gives $k-1=A(k+2)/3$, or

$$\frac{k-1}{k+2}=\frac{A}{3}.$$

The dry film has $A/3=1.5/4.5=0.3333$. Free water adds $0.146/3=0.0487$, making $0.3820$. Solving for $k$,

$$k=\frac{1+2(0.3820)}{1-0.3820}=2.854,$$

a rise of 0.354. The two estimates, 0.146 and 0.354, show how much the answer depends on the local-field assumption; they are not strict bounds.

Free rotation is also doubtful, because water can form hydrogen bonds to pore walls. As a simple model, hold each dipole in a well $-U\cos\vartheta$ about a fixed axis, with the axes pointing in random directions. Let $w=U/k_BT$. The well acts like a built-in field, with mean alignment $L(w)$. A weak added field along the axis changes this alignment at the rate $L'(w)$. A field across the axis tilts it, with response $L(w)/w$. There are one parallel and two perpendicular directions, and free rotation gives $1/3$ for each, so the response relative to free rotation is

$$R=L'(w)+\frac{2L(w)}{w}.$$

From $L=\coth w-1/w$ one finds $L'=1/w^2-1/\sinh^2w=1-L^2-2L/w$. Hence

$$R=1-L(w)^2.$$

Here $U$ is the energy needed to turn the dipole by 90° from the axis; a full reversal costs $2U$. With $U=0.20$ eV, the rough scale of a hydrogen bond, $w=7.74$ and $R=0.242$. This is the classical average; quantized rotation in the same well gives 0.238. The rise in $k$ drops from 0.146 to 0.041 without a local-field correction, and from 0.354 to 0.093 with Clausius–Mossotti. Even held this firmly, the permanent dipole adds more than the distortion does.

This changes the meaning of the intercept as well. For $w\gg1$, $L\approx1-1/w$ and $R\approx2/w-1/w^2$, so

$$\alpha_{\rm or}R\approx\frac{2p^2}{3U}\left(1-\frac{k_BT}{2U}\right).$$

The leading term no longer depends on temperature. The permanent dipole of tightly held water would thus appear mainly in the intercept of a plot made on the film, provided its water content stayed fixed; in practice heating also drives water out. Reading the intercept as distortion requires freely turning molecules, as in a dilute vapour, and even there the quantum correction and the centrifugal term above must first be removed.

Real films depart from these numbers. A well-preserved hydrophobic film can take up much less than 1 wt% water, while plasma damage that creates polar surface groups can increase the uptake. With $U=0.20$ eV and at fixed uptake, hindered rotation cuts the rise by a factor of about 3.6 without a local-field correction and 3.8 with Clausius–Mossotti. Halving $U$ lowers these factors to about 2.1 and 2.2. Clustering of water and a spread of binding sites are left out. So is the shape of a real bond: a molecule held through one O–H bond can still swing its dipole about that bond, whereas the well restrains the dipole direction itself. All these rises are for a static field; strongly held water may turn too slowly to follow a fast signal, and would then add less. Saturation matters far less. At 1 MV/cm, with the average field used as the local field, $x=0.149$ and the orientational response of free water falls by 0.15 %; the larger Clausius–Mossotti field makes this about 0.4 %.

The numerical output below gives most of the values used here.

## Computed values

```
given slope = 9.20e-37 C^2 m^2 K/J
Boltzmann constant = 1.380649e-23 J/K
one debye = 3.33564e-30 C m
p squared = 3 k S = 3.8106e-59 C^2 m^2
dipole p = 6.1730e-30 C m = 1.851 debye
orientational part at 300 K = 3.067e-39 C^2 m^2/J
orientational part at 400 K = 2.300e-39 C^2 m^2/J
water geometry: OH 0.958 angstrom, angle 104.5 degrees
MP2/aug-cc-pVDZ dipole = 1.868 debye
MP2/aug-cc-pVDZ electronic part = 1.516e-40 C^2 m^2/J
HF/cc-pVDZ vibrational part = 4.35e-42 C^2 m^2/J
vibrational / electronic = 2.9 %
computed intercept = 1.560e-40 C^2 m^2/J
intercept as volume = 1.40 cubic angstrom
total at 300 K = 3.223e-39 C^2 m^2/J
intercept share at 300 K = 4.8 %
fit range = 300 to 500 K
mean 1/T of fit = 2.667e-03 1/K
classical fit slope = 9.200e-37 C^2 m^2 K/J
classical fit intercept = 1.560e-40 C^2 m^2/J
intercept change, 1 % slope error = 2.45e-41 C^2 m^2/J
same, relative to intercept = 16 %
rotational constants Bx, By, Bz = 13.7, 39.4, 21.0 K
quantum temperature theta = 8.84 K
quantum loss of orientation at 300 K = 2.90 %
quantum loss, rule theta/T = 2.95 %
quantum fit: slope lower by 4.6 %
quantum fit: apparent dipole = 1.807 debye
quantum fit: intercept = 2.109e-40 C^2 m^2/J
quantum fit: intercept higher by 35 %
intercept shift, fit = 5.49e-41 C^2 m^2/J
intercept shift, rule = 5.64e-41 C^2 m^2/J
dipole if given slope is a quantum fit = 1.895 debye
film field = 1.0 MV/cm, pE/kT = 0.149
saturation loss = 0.148 %
well U = 0.20 eV, U/kT at 300 K = 7.74
hindered / free orientational response = 0.242
film: dry k = 2.5, density = 1.2 g/cm3
water uptake = 1.0 wt%, N = 4.01e+20 1/cm3
k rise, free water: no local field 0.146, CM 0.354
k rise, water in well: no local field 0.041, CM 0.093
k rise, no turning: no local field 0.0071, CM 0.0160
```
